# The Friedel sum rule from counting levels in a box, part 2

An impurity nucleus in a metal carries $Z$ more units of charge than the host can compensate without rearranging its conduction electrons. A model potential well for it has the right depth when it gathers $Z$ extra electrons. The model consists of independent electrons at zero temperature, filling all states up to a fixed Fermi energy $E_F=k_F^2/2$. The static, spherical potential $V(r)$ does not act on spin and vanishes for $r>a$. In hartree atomic units, a free electron of wavenumber $k$ has energy $k^2/2$. The Friedel sum rule gives the number of extra electrons,

$$
\Delta N=\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\,\delta_l(k_F),
$$

where $\delta_l$ is the phase shift for angular momentum $l$. The factor $2$ counts spin and $2l+1$ counts the values of $m$.

Each wavefunction is $u(r)Y_{lm}/r$, with $u(0)=0$. Where $V=0$, the radial solutions are $s_l(kr)$ and $c_l(kr)$, with $s_l(x)=x\,j_l(x)$ and $c_l(x)=-x\,y_l(x)$ in terms of the spherical Bessel functions. Their common amplitude $M_l$ and phase $\eta_l$ are defined by

$$
s_l=M_l\sin\eta_l,\qquad c_l=M_l\cos\eta_l,\qquad M_l>0 .
$$

A prime on $u$ means a derivative with respect to $r$, and a prime on $\eta_l$ one with respect to $x=kr$.

With a hard wall at $R>a$, the scatterer changes the number of levels at or below $E_F$, for one $l$, one $m$ and one spin, by

$$
\Delta N_l(R)=\left\lfloor\frac{\eta_l(k_FR)+\delta_l(k_F)}{\pi}\right\rfloor
-\left\lfloor\frac{\eta_l(k_FR)}{\pi}\right\rfloor ,
$$

where $\lfloor x\rfloor$ is the largest integer not above $x$. The first term counts the levels with the scatterer present, including those of negative energy.

When $V$ is replaced by $\lambda V$ and $\lambda$ is raised from $0$ to $1$, the phase shift obeys

$$
\frac{\partial\delta_l}{\partial\lambda}=-\frac{2}{k}\int_0^a V(r)\,u^2\,dr .
$$

The example is a square well of depth $0.5$ hartree and radius $2$ bohr, with $k_F=1$ per bohr. In a box of radius $52$ bohr, $16$ $s$ levels per spin lie at or below $E_F$ both with and without the well.

## Where the extra electrons are

Counting gives the number of extra levels in the box but does not say where the extra electrons are. The symbols needed from the first half are these. Outside the range of the potential the radial wave of unit amplitude is $u=M_l(kr)\sin\Phi$, with $\Phi=\eta_l(kr)+\delta_l(k)$ and $M_l^2\eta_l'=1$. For $l=0$, $M_0=1$ and $\eta_0=kr$. A hard wall at $R$ selects $\Phi(k)=n\pi$ at $r=R$, and such a level has $\int_0^Ru^2dr=\tfrac12\partial_k\Phi$. At any $r$, $\int_0^ru^2dr=(u'\partial_ku-u\,\partial_ku')/(2k)$. The phase shift is followed continuously from zero as the potential is switched on, and the wall-averaged change in the level count per channel is $\delta_l(k_F)/\pi$.

To find the charge near the scatterer, let the box grow while the radius $r$ of a sphere around the scatterer stays fixed. A normalized level contributes $u^2/(\tfrac12\partial_k\Phi)$ to the radial density. Successive levels differ by $\pi$ in $\Phi$, so an interval $dk$ contains $(\partial_k\Phi/\pi)\,dk$ of them. In the product $\partial_k\Phi$ cancels, and the sum over levels becomes

$$
\frac{2}{\pi}\int_0^{k_F}u^2\,dk .
$$

The free gas has the same expression with $u$ replaced by $s_l$. Levels of negative energy must be added separately here, because the integral covers positive energies. If there are $n_b$ bound levels in the channel and the sphere is large enough to contain them, the displaced number per $m$ and spin is

$$
q_l(r)=n_b+\frac{2}{\pi}\int_0^{k_F}dk\int_0^r\left(u^2-s_l^2\right)dr .
$$

For $l=0$ the inner integral can be written out. With $\theta=kr+\delta_0$, and $\delta_0'$ denoting the derivative with respect to $k$,

$$
u=\sin\theta,\quad u'=k\cos\theta,\quad
\partial_ku=(r+\delta_0')\cos\theta,
$$

$$
\partial_ku'=\cos\theta-k(r+\delta_0')\sin\theta .
$$

Inserting these in the norm formula, the terms with $k(r+\delta_0')$ combine through $\cos^2\theta+\sin^2\theta=1$, leaving

$$
\int_0^ru^2dr=\frac{r+\delta_0'}{2}-\frac{\sin2\theta}{4k}.
$$

The free result is $r/2-\sin(2kr)/(4k)$. The difference of the two sines is $\sin(2kr+2\delta_0)-\sin(2kr)=2\cos(2kr+\delta_0)\sin\delta_0$, so that

$$
\int_0^r(u^2-s_0^2)\,dr=\frac{\delta_0'}{2}
-\frac{\sin\delta_0\cos(2kr+\delta_0)}{2k}.
$$

Multiplying by $2/\pi$ and integrating over the filled states gives

$$
q_0(r)=n_b+\frac{\delta_0(k_F)-\delta_0(0)}{\pi}
-\frac1\pi\int_0^{k_F}\frac{\sin\delta_0}{k}\cos(2kr+\delta_0)\,dk .
$$

Two things remain to be found: the phase shift at zero energy and the size of the last integral.

The level count supplies the first. At zero energy the $s$ wave outside the range is a straight line, in general proportional to $r-a_s$, where $a_s$ is the scattering length. Matching at small $k$ gives $\tan\delta_0\approx-ka_s$, so $\delta_0\approx p\pi-ka_s$ with some integer $p$. The number of $s$ levels in the box up to wavenumber $k$ is

$$
\left\lfloor\frac{kR+\delta_0(k)}{\pi}\right\rfloor
=\left\lfloor p+\frac{k(R-a_s)}{\pi}\right\rfloor=p
$$

for small $k$ and $R$ larger than both $a$ and $a_s$. The box therefore has $p$ levels of negative energy. In a large box these are the bound levels. By the variational principle a box state, continued by zero beyond the wall, shows that at least as many bound levels exist without the wall. Conversely, the bound states decay exponentially, so a distant wall raises their energies too little to make them positive. Hence $p=n_b$ and

$$
\delta_0(0)=\pi n_b .
$$

For higher $l$ the same argument applies with $k^{2l+1}$ in place of $k$: both $\eta_l(kR)$ and the departure of $\delta_l$ from a multiple of $\pi$ vanish with that power in the generic case, and a large enough $R$ makes their sum positive. The numerical check confirms the relation for seven channels of a shallow and a deep well.

The two terms $n_b$ and $-\delta_0(0)/\pi$ now cancel. The last integral vanishes at large $r$, because its cosine oscillates ever faster with $k$ while $\sin\delta_0/k$ stays finite. It follows that

$$
q_0(r)\to\frac{\delta_0(k_F)}{\pi}.
$$

The wall-averaged count and the local charge agree. In a single box the change in the count is an integer, but as the box grows, the extra charge in a fixed sphere around the scatterer tends to $q_0(r)$, which is close to $\delta_0/\pi$ when the sphere is large. The difference between the integer and $\delta_0/\pi$ is spread nearly evenly in $r$ across the box, so a sphere of radius $r$ holds a share of about $r/R$ of it, which vanishes as the box grows. In the box of radius $52$ bohr, for instance, the count of $s$ levels did not change, and the extra $s$ charge per spin falls from about $0.23$ within $10$ bohr to $0.13$ within $30$ bohr and to zero at the wall.

A special case arises when a potential is just about to bind another $s$ state. The zero-energy wave is then flat outside the range, and $\delta_0(0)=\pi(n_b+\tfrac12)$. Near $k=0$ the product $\sin\delta_0\cos(2kr+\delta_0)$ becomes $-\sin(2kr)$, so the last term of $q_0$ tends to $\frac1\pi\int_0^\infty\sin(2kr)\,dk/k=\frac12$ instead of zero. This makes up for the extra half in $\delta_0(0)/\pi$. The relation between $\delta_0(0)$ and the number of bound levels fails, while the sum rule itself survives.

For $l\ge1$ outside the range, $\partial_ku=(r/k)u'+\delta_l'w$ with $w=M_l\cos\Phi$ and $u'w-uw'=k$. The norm formula becomes

$$
\int_0^ru^2dr=\frac{\delta_l'}{2}
+\frac{r u'^2-uu'-r u\,u''}{2k^2}.
$$

The first term again gives the phase shifts at the two ends of the band. After subtraction of the free wave, the second is $1/k$ times a function of $kr$, with an overall factor $\sin\delta_l$. For $kr>1$ that function consists of oscillating terms and terms that fall at least as fast as $1/(kr)$. Since generically $\sin\delta_l$ vanishes as $k^{2l+1}$, the integral of both over $k$ vanishes at large $r$. For $kr<1$ the largest terms contain $\sin^2\delta_l\,(kr)^{1-2l}$ and $\sin\delta_l$. The power follows because the derivative of this part with respect to $r$ is $u^2-s_l^2$, whose most singular piece is $\sin^2\delta_l\,c_l^2$ with $c_l\propto(kr)^{-l}$. Divided by $k$ and integrated up to $1/r$, they too vanish as $r$ grows. So $q_l(r)\to\delta_l(k_F)/\pi$ in these channels as well.

The approach to the limit is an oscillation. Far from the scatterer the difference in density for one $k$ is

$$
u^2-s_l^2\approx(-1)^l\sin\delta_l\,\sin(2kr+\delta_l),
$$

where $(-1)^l$ comes from the phase $-l\pi$ in the doubled argument. In the integral over $k$ the sharp upper limit leaves the leading oscillation, because there is no filled state above $k_F$ to cancel it. Integrating by parts once gives

$$
\frac{dq_l}{dr}\approx-\frac{(-1)^l\sin\delta_l}{\pi r}\cos(2k_Fr+\delta_l),
$$

with $\delta_l$ taken at $k_F$. A further integration over $r$, to leading order in $1/r$, yields

$$
q_l(r)\approx\frac{\delta_l}{\pi}
-\frac{(-1)^l\sin\delta_l\,\sin(2k_Fr+\delta_l)}{2\pi k_Fr}.
$$

In the example well, direct integration of the wavefunctions gives the following values per $m$ and spin. The last column is the number of extra electrons in a sphere of radius $80$ bohr.

| $l$ | $\delta_l(k_F)$ | $\delta_l/\pi$ | in sphere |
|---|---|---|---|
| 0 | 0.9165 | 0.2917 | 0.2927 |
| 1 | 0.6643 | 0.2115 | 0.2109 |
| 2 | 0.0710 | 0.0226 | 0.0226 |
| 3 | 0.0041 | 0.0013 | 0.0013 |

The small excess for $l=0$ is the oscillation. With $\sin0.9165=0.793$ and $\sin(160+0.9165)=-0.641$, its value is

$$
-\frac{0.793\times(-0.641)}{2\pi\times80}=+0.0010 ,
$$

which accounts for the difference between $0.2917$ and $0.2927$. For $l=1$ the factor $(-1)^l$ reverses the sign, and the sphere holds slightly less than the limit.

The $s$ channel also shows why bound levels must not be added to the sum rule a second time. The well has one bound $s$ level per spin, at $-0.051$ hartree. The phase shift therefore starts at $\pi$ at zero energy and has fallen to $0.9165$ at the Fermi level. The positive-energy states contribute

$$
\frac{0.9165}{\pi}-1=-0.708
$$

electrons per spin. The $s$ part of the band is depleted around the well, although the well is attractive, and the bound electron turns the deficit into a net gain of $0.292$. Only about $0.10$ of the deficit lies inside the well, and about $0.60$ lies within $5$ bohr. The band as a whole is not depleted: with all channels and both spins it gains about $0.65$ electron inside the well.

Adding the channels with their weights $2(2l+1)$, from $l=0$ upwards and with the last entry collecting $l=4$ to $6$, gives

$$
\Delta N=0.5835+1.2687+0.2261+0.0184+0.0010=2.098 .
$$

The $p$ channel contributes most, although its phase shift is smaller than that of the $s$ channel, because it has six states instead of two. Spheres of radius $20$, $40$ and $80$ bohr hold $2.098$, $2.093$ and $2.096$ extra electrons. The approach is not steady, because each channel oscillates about its limit as $r$ grows; at these radii the channels deviate with different signs and partly cancel.

The original decision can now be made for this model. If the well is meant to represent an excess charge $Z=2$, a depth of $0.5$ hartree gathers about $0.1$ electron too many. Because every phase shift of an attractive well grows with its strength, the depth should be reduced slightly. Using the band contribution alone would have led to the opposite conclusion: without the two bound electrons, one for each spin, the count is only $0.098$. An error of $\pi$ in the branch of a single $\delta_l$ would change the result by $2(2l+1)$ electrons, which is six for the $p$ channel. A phase shift obtained from an arctangent therefore needs its branch fixed, by following it continuously in the strength of the potential or downwards from high energy, or by counting the nodes of $u$ inside a radius $r\ge a$, whose number is $\lfloor\Phi/\pi\rfloor$ at that radius.

For a weak potential the rule reduces to a simple estimate. To first order in $V$, the wave in the formula for $\partial\delta_l/\partial\lambda$ can be replaced by the free one,

$$
\delta_l\approx-\frac2k\int_0^aV(r)\,(kr)^2j_l^2(kr)\,dr .
$$

The expansion of a plane wave in spherical waves has coefficients $(2l+1)i^lj_l$. Averaging its squared magnitude, which is one, over all directions gives $\sum_l(2l+1)j_l^2=1$. The sum over channels can then be carried out:

$$
\Delta N\approx-\frac{4k_F}{\pi}\int_0^aV(r)\,r^2dr
=-\frac{k_F}{\pi^2}\int V\,d^3r .
$$

The factor $k_F/\pi^2$ is the density of states per volume at the Fermi energy. A weak, attractive potential thus gathers the electrons that would fill the states lowered past $E_F$ if the bands simply followed the local potential. For the example well the estimate is $4\times0.5\times2^3/(3\pi)=1.70$, which is $19\%$ below the full result of $2.098$. The estimate uses the density of states at $E_F$ over the whole lowering of the band, but the depth of this well equals $E_F$. If the lowered band is instead filled up to $E_F$ inside the well, where the largest wavenumber is $\sqrt{k_F^2+2\times0.5}=\sqrt2$ per bohr, the gain is $\frac{4\pi\,2^3}{3}\cdot\frac{2^{3/2}-1}{3\pi^2}=2.07$ electrons, so filling the locally lowered band, with its larger density of states, recovers most of the shortfall in the total. It does not give the position of the charge: the exact extra charge inside the well radius is $1.56$ electrons, and the rest lies outside. Nor is the shortfall shared by all channels. The first-order $s$ phase, $1.189$, exceeds the exact $0.9165$, while the first-order $p$ phase, $0.397$, falls short of $0.6643$.

The conditions of the derivation limit its use. The potential was cut off at a finite radius, so that the free waves could be used beyond it. A bare Coulomb potential does not fit this scheme, and the long tail of a screened potential has to be treated as negligible beyond some radius. The host was a free-electron gas, with no lattice and a spherical Fermi surface, and the single condition $\Delta N=Z$ fixes the depth only for a chosen radius and shape of the well. The electrons were independent. In a mean-field calculation $V$ is the self-consistent potential, and $\Delta N=Z$ becomes a condition that its phase shifts must meet. For electrons correlated beyond a mean field, counting one-electron levels does not by itself prove the rule. A potential without spherical symmetry mixes the angular momenta, and separate phase shifts $\delta_l$ then no longer describe the scattering.

## Values computed for the example and the checks

```
Fermi wavenumber 1.0 1/bohr; energy 0.5 hartree
well depth 0.5 hartree; well radius 2.0 bohr
s bound levels per spin: 1
s bound-level energy: -0.0509 hartree
s channel, 16th level, box radius 50 bohr:
  k without well 1.00531 1/bohr
  k with well    0.98669 1/bohr
  radius times downward shift 0.9307 rad
  phase shift at that level   0.9307 rad
s levels below E_F, box radius 50 bohr: free 15, well 16
s levels below E_F, box radius 52 bohr: free 16, well 16
wall positions averaged: 40.01 to 71.42 bohr
per m and spin: l, delta (rad), delta/pi, wall-averaged count,
  electrons in sphere of radius 80 bohr
  0  0.91650  0.29173  0.2925  0.29273
  1  0.66431  0.21146  0.2116  0.21091
  2  0.07104  0.02261  0.0226  0.02261
  3  0.00413  0.00131  0.0016  0.00131
s band part, per spin, bound level removed: -0.7083 electrons
all m and both spins: l, electrons, running sum
  0  0.58346  0.58346
  1  1.26874  1.85220
  2  0.22614  2.07834
  3  0.01840  2.09674
  4  0.00095  2.09769
  5  0.00003  2.09772
  6  0.00000  2.09772
total displaced electrons, sum rule (l=0..6): 2.0977
electrons in sphere of radius 20 bohr: 2.0984
electrons in sphere of radius 40 bohr: 2.0928
electrons in sphere of radius 80 bohr: 2.0964
other wells, s channel: depth (hartree), delta/pi, averaged count
  4.0  1.3326  1.3332
  -0.4  -0.2463  -0.2457
sign-changing potential, s channel: delta/pi 0.0175, averaged count 0.0181
norm check l=0, sphere 30 bohr: direct 14.066318, formula 14.066318 bohr
norm check l=1, wall 50 bohr: direct 25.23420, formula 25.23420 bohr
```
